# Beat frequency of a spin-torque oscillator just outside its locking range

## Problem

A spin-torque oscillator is driven by a weak injected signal whose frequency lies near that of the free oscillation. Let $\varphi$ be the phase of the oscillator minus the phase of the drive, up to a constant offset. It obeys Adler's equation,

$$
\frac{d\varphi}{dt}=\Delta-\Lambda\sin\varphi ,
$$

where $\Delta$ is the angular frequency of the free oscillator minus that of the drive, and $\Lambda>0$ measures the strength of the injection. The oscillator can lock to the drive when $|\Delta|\le\Lambda$, so $\Lambda$ is half the width of the full locking range.

The locking half-width is $\Lambda/2\pi=10$ MHz and the detuning is $\Delta/2\pi=12.5$ MHz. Both are ordinary frequencies, in cycles per unit time. The drive is steady and noise is neglected.

1. Estimate by scaling how often the phase difference slips by a full turn.
2. Solve the equation and find the beat frequency $f_b$, defined as the number of $2\pi$ slips per unit time.
3. Compare the two results, and say what a spectrum of the oscillator would show.

## First estimate by scaling

A locked state is a constant $\varphi$, which requires $\sin\varphi=\Delta/\Lambda$. Here $\Delta/\Lambda=1.25$, which no real phase can satisfy. The right-hand side of Adler's equation is never smaller than $\Delta-\Lambda>0$, so $\varphi$ grows without end.

The growth is uneven. The difference frequency at a given instant, $(d\varphi/dt)/2\pi$, lies between

$$
12.5-10=2.5\ \text{MHz}\quad\text{at }\varphi=\tfrac{\pi}{2},
\qquad
12.5+10=22.5\ \text{MHz}\quad\text{at }\varphi=\tfrac{3\pi}{2}.
$$

The phase therefore lingers near $\pi/2$, and the passage through this bottleneck should set most of the slip period. Write $\varphi=\pi/2+x$ and $\delta=\Delta-\Lambda$. Since $\sin\varphi=\cos x\approx1-x^2/2$ for small $x$,

$$
\frac{dx}{dt}\approx\delta+\frac{\Lambda}{2}x^2 .
$$

The two terms on the right are equal at $x=\sqrt{2\delta/\Lambda}$, which is the natural unit of phase. Dividing it by the speed $\delta$ gives the natural unit of time, $\sqrt{2/(\delta\Lambda)}$. With

$$
x=\sqrt{\frac{2\delta}{\Lambda}}\;s,\qquad t=\sqrt{\frac{2}{\delta\Lambda}}\;\tau ,
$$

the left side becomes $\delta\,ds/d\tau$ and the right side $\delta(1+s^2)$, so that

$$
\frac{ds}{d\tau}=1+s^2 .
$$

No parameter is left. The slip period must be a pure number times $\sqrt{2/(\delta\Lambda)}$, and the beat frequency must scale as $\sqrt{\delta\Lambda}$. The pure number is the time $\tau$ needed to cross the bottleneck. If the bottleneck is narrow, $s$ runs over a range so large that its ends may be moved to infinity:

$$
\int_{-\infty}^{\infty}\frac{ds}{1+s^2}=\pi .
$$

The estimated period is $T_{\rm est}=\pi\sqrt{2/(\delta\Lambda)}=2\pi/\sqrt{2\delta\Lambda}$, and its inverse is

$$
f_{\rm est}=\frac{\sqrt{2\delta\Lambda}}{2\pi}
=\sqrt{2\times2.5\times10}\ \text{MHz}=\sqrt{50}\ \text{MHz}\approx7.1\ \text{MHz}.
$$

In the middle expression each angular frequency has been replaced by $2\pi$ times its value in MHz, and the factors of $2\pi$ cancel.

The estimate is good when $\delta\ll\Lambda$. Here $\delta/\Lambda=0.25$, and the bottleneck has a half-width of $\sqrt{0.5}\approx0.7$ rad, which is not very small beside a full turn. An error of some percent is to be expected.

## Exact solution

**Reduction to a quadratic.** Put $u=\tan(\varphi/2)$. Then

$$
\sin\varphi=\frac{2u}{1+u^2},\qquad
\frac{du}{dt}=\frac{1}{2}(1+u^2)\frac{d\varphi}{dt}.
$$

Inserting Adler's equation removes the sine:

$$
\frac{du}{dt}=\frac{1}{2}(1+u^2)\left(\Delta-\frac{2\Lambda u}{1+u^2}\right)
=\frac{\Delta}{2}(1+u^2)-\Lambda u .
$$

Now complete the square, with $\Omega=\sqrt{\Delta^2-\Lambda^2}$, which is real because $\Delta>\Lambda$:

$$
\frac{du}{dt}=\frac{\Delta}{2}\left[u^2-\frac{2\Lambda}{\Delta}u+1\right]
=\frac{\Delta}{2}\left[\left(u-\frac{\Lambda}{\Delta}\right)^2+\frac{\Omega^2}{\Delta^2}\right].
$$

The substitution $u=\Lambda/\Delta+(\Omega/\Delta)v$ turns this into

$$
\frac{\Omega}{\Delta}\frac{dv}{dt}=\frac{\Delta}{2}\,\frac{\Omega^2}{\Delta^2}(1+v^2)
\quad\Longrightarrow\quad
\frac{dv}{dt}=\frac{\Omega}{2}(1+v^2).
$$

Since $dv/(1+v^2)$ is the differential of $\arctan v$, the solution is $v=\tan[\Omega(t-t_0)/2]$, and

$$
\tan\frac{\varphi}{2}=\frac{\Lambda}{\Delta}+\frac{\Omega}{\Delta}\tan\frac{\Omega(t-t_0)}{2}.
$$

At each pole of the tangent on the right, $\varphi$ passes smoothly through an odd multiple of $\pi$, and the next branch of the arctangent is taken to keep $\varphi$ continuous.

**The beat.** While $\varphi$ grows by $2\pi$, $\varphi/2$ grows by $\pi$, and $u$ runs once through all real values. So does $v$, which is a linear function of $u$ with positive slope. The argument $\Omega(t-t_0)/2$ therefore also grows by $\pi$, in a time $T$ given by $\Omega T/2=\pi$. Hence

$$
T=\frac{2\pi}{\Omega},\qquad
f_b=\frac{1}{T}=\frac{\sqrt{\Delta^2-\Lambda^2}}{2\pi}.
$$

With the given values,

$$
f_b=\sqrt{12.5^2-10^2}\ \text{MHz}=\sqrt{156.25-100}\ \text{MHz}
=\sqrt{56.25}\ \text{MHz}=7.5\ \text{MHz},
$$

and the slip period is $T=133.3$ ns. Direct numerical integration of Adler's equation with a high-order Runge–Kutta method, timing the advance of $\varphi$ by $2\pi$, also gives 7.5000 MHz.

**The course of one slip.** Let $\varphi=0$ at $t=0$. The solution then requires $\tan(\Omega t_0/2)=\Lambda/\Omega=10/7.5$, so $\Omega t_0/2=0.9273$ rad. With $\Lambda/\Delta=0.8$ and $\Omega/\Delta=0.6$,

$$
\tan\frac{\varphi}{2}=0.8+0.6\tan\left(\pi f_b t-0.9273\right).
$$

The phase reaches $\pi$ when the argument of the tangent on the right reaches $\pi/2$. The half-turn from $0$ to $\pi$, which contains the bottleneck, thus takes the fraction

$$
\frac{\pi/2+0.9273}{\pi}=0.795
$$

of the period, or 106.0 ns. The other half-turn takes 27.3 ns. The phase difference advances slowly through one half-turn, passes through the other about four times as fast on average, and repeats. Only much closer to the edge of the locking range would it nearly come to rest in the bottleneck.

## Comparison of the estimate with the exact result

Factorizing the exact expression shows what the estimate left out. With $\Delta=\Lambda+\delta$,

$$
\Omega^2=(\Delta-\Lambda)(\Delta+\Lambda)=\delta(2\Lambda+\delta)
=2\delta\Lambda\left(1+\frac{\delta}{2\Lambda}\right).
$$

The scaling result is the leading term for small $\delta$. The missing factor in the frequency is $\sqrt{1+0.125}\approx1.06$, which takes 7.07 MHz to 7.5 MHz. The estimate is about 6 % below the exact value.

The same factorization says that the beat frequency is the geometric mean of the slowest and fastest difference frequencies, $\sqrt{2.5\times22.5}=7.5$ MHz. The difference $12.5-10=2.5$ MHz is the distance from the edge of the locking range. It is also the slowest difference frequency, but it is not the beat: the phase moves faster than this everywhere except at the centre of the bottleneck.

**Far from the edge.** For $\Delta\gg\Lambda$ the square root can be expanded the other way:

$$
\Omega=\Delta\sqrt{1-\frac{\Lambda^2}{\Delta^2}}\approx\Delta-\frac{\Lambda^2}{2\Delta}.
$$

The beat then approaches the detuning itself, reduced by a small pulling term. For the present numbers this gives $12.5-100/25=8.5$ MHz, about 13 % above the exact value. The problem lies closer to the bottleneck limit than to this one.

**Inside the locking range.** At a detuning of 8 MHz, with the same half-width, constant solutions exist. They satisfy $\sin\varphi=0.8$, so $\varphi_1=0.9273$ rad or $\varphi_2=\pi-\varphi_1$. A small deviation $\eta$ from either one obeys $d\eta/dt=-\Lambda\cos\varphi_{1,2}\,\eta$. It decays at $\varphi_1$, where the cosine is positive, and grows at $\varphi_2$, where it is negative. The phase settles at $\varphi_1$ and the beat frequency is zero.

**Sensitivity.** Differentiating $f_b^2=(\Delta/2\pi)^2-(\Lambda/2\pi)^2$ gives

$$
\frac{\partial f_b}{\partial(\Delta/2\pi)}=\frac{12.5}{7.5}\approx1.7,\qquad
\frac{\partial f_b}{\partial(\Lambda/2\pi)}=-\frac{10}{7.5}\approx-1.3 .
$$

A drift of the free frequency thus appears enlarged in the beat, and more so nearer the edge, where $f_b\to0$. The meaning of "half-width" matters as well. If 10 MHz were the full locking range, the half-width would be 5 MHz and the beat $\sqrt{156.25-25}\approx11.5$ MHz.

## What the spectrum shows

Because the phase moves unevenly, the oscillator signal has more than one spectral line. If its amplitude is constant, the signal is the real part of $e^{i\omega_e t}e^{i\varphi}$ up to a constant phase and a scale factor, where $\omega_e$ is the angular frequency of the drive. The lines follow from the Fourier series of $e^{i\varphi}$.

Let $z=e^{i\varphi}$, so that $\sin\varphi=(z-1/z)/2i$. Then

$$
\frac{dz}{dt}=iz\frac{d\varphi}{dt}=i\Delta z-\frac{\Lambda}{2}(z^2-1).
$$

Setting $z=iy$ and dividing by $i$ gives

$$
\frac{dy}{dt}=i\Delta y-\frac{i\Lambda}{2}(y^2+1)
=-\frac{i\Lambda}{2}(y-q)\left(y-\frac1q\right),\qquad
q=\frac{\Delta-\Omega}{\Lambda}.
$$

The roots of $y^2-2(\Delta/\Lambda)y+1$ are $(\Delta\mp\Omega)/\Lambda$. Their product is $(\Delta^2-\Omega^2)/\Lambda^2=1$, which is why the second one is $1/q$. Since $y-1/q=-(1-qy)/q$, the equation can also be written

$$
\frac{dy}{dt}=\frac{i\Lambda}{2q}(y-q)(1-qy).
$$

Now define $W=(y-q)/(1-qy)$. Its derivative with respect to $y$ is $(1-q^2)/(1-qy)^2$, and therefore

$$
\frac{dW}{dt}=\frac{1-q^2}{(1-qy)^2}\,\frac{i\Lambda}{2q}(y-q)(1-qy)
=\frac{i\Lambda}{2}\left(\frac1q-q\right)W=i\Omega W .
$$

The last step uses $1/q-q=2\Omega/\Lambda$. Thus $W$ rotates uniformly at the beat frequency. Its modulus is 1: since $|y|=1$ and $q$ is real, $|1-qy|=|y^*-q|=|y-q|$. Solving for $y$ and expanding in powers of $qW$, which has modulus $q<1$, gives

$$
y=\frac{q+W}{1+qW}=q+(1-q^2)\sum_{n=1}^{\infty}(-q)^{n-1}W^n .
$$

The spectrum consists of lines at the drive frequency plus $nf_b$, with $n=0,1,2,\dots$ The fractions of the total power are

$$
P_0=q^2,\qquad P_n=(1-q^2)^2q^{2(n-1)}\quad(n\ge1),
$$

and they sum to $q^2+(1-q^2)=1$. Here $q=(12.5-7.5)/10=0.5$, which gives:

- at the drive frequency, $P_0=0.25$;
- 7.5 MHz above it, $P_1=0.5625$;
- 15 MHz above it, $P_2=0.141$;
- 22.5 MHz above it, $P_3=0.035$.

The strongest line lies 7.5 MHz above the drive, although the free oscillator would stand 12.5 MHz above it. The injection has pulled it by 5 MHz. In this model no line appears on the far side of the drive. If the oscillator is instead detuned below the drive, the replacement $\Delta\to-\Delta$, $\varphi\to-\varphi$ leaves Adler's equation unchanged and mirrors the spectrum.

## When Adler's equation applies

Adler's equation follows the phase alone, whereas the frequency of a spin-torque oscillator also depends on its power. A simple amplitude model shows when the power can be eliminated. Let $c$ be the complex amplitude and $p=|c|^2$ the power, scaled so that $p=1$ in free oscillation. To first order in $p-1$, the frequency is $\omega_0+\nu\Gamma(p-1)$ and the net damping, after subtraction of the spin-torque gain, is $\Gamma(p-1)$. The constant $\Gamma>0$ measures how strongly the power is restored, and $\nu$ is the dimensionless nonlinear frequency shift. With a drive $g e^{-i\omega_e t}$,

$$
\frac{dc}{dt}=-i[\omega_0+\nu\Gamma(p-1)]c-\Gamma(p-1)c+ge^{-i\omega_e t}.
$$

Write $c=re^{-i(\omega_et+\varphi_0)}$, with $\Delta=\omega_0-\omega_e$. Multiplying the equation by $e^{i(\omega_et+\varphi_0)}$ and separating real and imaginary parts gives

$$
\frac{dr}{dt}=-\Gamma(p-1)r+g\cos\varphi_0,\qquad
\frac{d\varphi_0}{dt}=\Delta+\nu\Gamma(p-1)-\frac gr\sin\varphi_0 .
$$

Near $p=1$ the first equation makes a power deviation relax at the rate $2\Gamma$. If $g\ll\Gamma$ and the phase moves slowly compared with this rate, the power follows the phase: $r\approx1$ and $\Gamma(p-1)\approx g\cos\varphi_0$. To leading order,

$$
\frac{d\varphi_0}{dt}=\Delta-g(\sin\varphi_0-\nu\cos\varphi_0)
=\Delta-g\sqrt{1+\nu^2}\,\sin(\varphi_0-\arctan\nu).
$$

This is Adler's equation with $\varphi=\varphi_0-\arctan\nu$ and $\Lambda=g\sqrt{1+\nu^2}$. The constant offset does not affect the beat.

The size of the neglected terms can be seen by integrating the amplitude equation numerically with the power kept as a variable. Take $\nu=2$ and $g/2\pi=10/\sqrt5=4.47$ MHz, so that the half-width is again 10 MHz at leading order. At 12.5 MHz detuning the beat is 7.482 MHz for $\Gamma/2\pi=1000$ MHz and 7.495 MHz for 4000 MHz. The shortfall from 7.5 MHz drops from about 0.018 to 0.005 MHz, roughly fourfold, as expected of a correction proportional to $1/\Gamma$. These values of $\Gamma$ were chosen to show the limit of fast power relaxation, not to describe a particular device. In a real oscillator the power can relax much more slowly. For the same $\nu=2$ and detuning, integration at $\Gamma/2\pi=100$ MHz gives 7.31 MHz, a shortfall of about 0.2 MHz. The sign and size of this correction depend on the parameters. With $\nu\neq0$ the amplitude model is not symmetric under $\Delta\to-\Delta$, and at $-12.5$ MHz detuning the same model gives 7.68 MHz, above the Adler value. With $\nu=10$ and the same half-width, the shortfall at $\Gamma/2\pi=100$ MHz and $+12.5$ MHz detuning is only about 0.04 MHz. When the power relaxes no faster than the phase moves, this elimination fails, and the formula for $f_b$ loses its basis. At $\Gamma/2\pi=10$ MHz, with $\nu=2$ and 12.5 MHz detuning, the model shows no slips at all: it locks to the drive with the amplitude reduced to $r\approx0.76$.

Numerical values quoted here were computed with a short program.
